\section*{Acoustic scattering of heavy holes in germanium by longitudinal and transverse phonons}

\section*{Question}

The fourfold valence-band edge of germanium is described by spin-$\tfrac32$ matrices $J_i$. In electron-energy signs and with tensor strain $\varepsilon_{ij}$, the Bir--Pikus Hamiltonian is
\begin{equation}
D=a\,\mathrm{Tr}\,\varepsilon-b\sum_i\left(J_i^2-\tfrac54\right)\varepsilon_{ii}-\delta\sum_{i<j}(J_iJ_j+J_jJ_i)\,\varepsilon_{ij},\qquad \delta=\frac{d}{\sqrt3}.
\end{equation}
Heavy holes have $\mathbf J\cdot\hat{\mathbf k}=\pm\tfrac32$ and an isotropic parabolic band of mass $m$. Scattering is elastic, from $\mathbf k$ to $\mathbf k'$ through an angle $\theta$, with $c=\cos\theta$. The phonon has wavevector $\mathbf q=\mathbf k'-\mathbf k$ and unit polarization $\mathbf e$. Sound is isotropic, with moduli $C_\lambda=\rho v_\lambda^2$.

\begin{enumerate}
\item[(a)] Which deformation potentials can couple to a transverse phonon? Is there piezoelectric scattering as well?
\item[(b)] Find the squared coupling $S$ between heavy-hole doublets, summed over final and averaged over initial spin states.
\item[(c)] Evaluate $S$ for each polarization when $d=\sqrt3\,b$.
\item[(d)] For general $b$ and $d$, average over crystal orientation and find $\Xi_\lambda^2=\tfrac12\int_{-1}^{1}(1-c)\langle S_\lambda\rangle\,dc$, with the two transverse modes added together.
\item[(e)] Derive the momentum relaxation rate and the mobility.
\item[(f)] Evaluate them for pure germanium at 77 K, and judge the result.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) Which potentials act}

A plane wave of unit strain amplitude has, apart from a phase,
\begin{equation}
\varepsilon_{ij}=\tfrac12(\hat q_ie_j+\hat q_je_i),\qquad \mathrm{Tr}\,\varepsilon=\hat{\mathbf q}\cdot\mathbf e .
\end{equation}
The trace is 1 for a longitudinal and 0 for a transverse wave. Hence, for the isotropic sound assumed here, $a$ drops out of transverse scattering, and only $b$ and $d$ can produce it. In a real cubic crystal most transverse waves have a small longitudinal part, through which $a$ enters weakly. Whether $b$ and $d$ actually scatter between heavy-hole states is settled in (c) and (d).

Germanium has inversion symmetry. A piezoelectric tensor has three indices and changes sign under inversion, so it vanishes.

\subsection*{(b) The spin sum}

Let $Q_i=J_i^2-\tfrac54$. Each $Q_i$ has eigenvalues $\pm1$, so $Q_i^2=1$. Also $\sum_iQ_i=\tfrac{15}{4}-\tfrac{15}{4}=0$. Squaring $Q_x+Q_y=-Q_z$ gives $Q_xQ_y+Q_yQ_x=-1$, and likewise for the other pairs. For a traceless symmetric tensor $N$ in its principal axes,
\begin{equation}
\Big(\sum_iN_iQ_i\Big)^2=\sum_iN_i^2-\sum_{i<j}N_iN_j=\tfrac32\sum_iN_i^2,
\end{equation}
because $\sum_iN_i=0$ implies $\sum_{i<j}N_iN_j=-\tfrac12\sum_iN_i^2$. Write $N_{ij}J_iJ_j=\mathbf n\cdot\boldsymbol\Gamma$, where $\mathbf n$ has five components and
\begin{equation}
\mathbf n\cdot\mathbf m=\tfrac32N_{ij}M_{ij}.
\end{equation}
The square above then means $\Gamma_\alpha\Gamma_\beta+\Gamma_\beta\Gamma_\alpha=2\delta_{\alpha\beta}$. Therefore $\mathrm{Tr}\,\Gamma_\alpha\Gamma_\beta=4\delta_{\alpha\beta}$, while $\mathrm{Tr}\,\Gamma_\alpha=0$.

Let $\mathbf n$ and $\mathbf n'$ belong to $\hat k_i\hat k_j-\delta_{ij}/3$ and $\hat k_i'\hat k_j'-\delta_{ij}/3$. The operator $\mathbf n\cdot\boldsymbol\Gamma=(\mathbf J\cdot\hat{\mathbf k})^2-\tfrac54$ is $+1$ on heavy and $-1$ on light states, so the heavy-hole projector is $P=\tfrac12(1+\mathbf n\cdot\boldsymbol\Gamma)$. Further,
\begin{equation}
\mathbf n\cdot\mathbf n'=\tfrac32\left(c^2-\tfrac13\right)=\tfrac12(3c^2-1).
\end{equation}

Write $D=A+\mathbf s\cdot\boldsymbol\Gamma$ with $A=a\,\hat{\mathbf q}\cdot\mathbf e$. The anticommutator gives
\begin{equation}
(\mathbf s\cdot\boldsymbol\Gamma)(\mathbf n\cdot\boldsymbol\Gamma)(\mathbf s\cdot\boldsymbol\Gamma)=2(\mathbf s\cdot\mathbf n)\,\mathbf s\cdot\boldsymbol\Gamma-s^2\,\mathbf n\cdot\boldsymbol\Gamma ,
\end{equation}
and hence
\begin{align}
D(1+\mathbf n\cdot\boldsymbol\Gamma)D={}&A^2+s^2+2A\,\mathbf s\cdot\mathbf n+2A\,\mathbf s\cdot\boldsymbol\Gamma\nonumber\\
&+(A^2-s^2)\,\mathbf n\cdot\boldsymbol\Gamma+2(\mathbf s\cdot\mathbf n)\,\mathbf s\cdot\boldsymbol\Gamma .
\end{align}
Multiply by $1+\mathbf n'\cdot\boldsymbol\Gamma$ and take the trace. The prefactor is $\tfrac12$ (spin average) times $\tfrac14$ (two projectors) times 4 (trace), which is $\tfrac12$:
\begin{align}
S=\tfrac12\mathrm{Tr}(P'DPD)=\tfrac12\big[&A^2(1+\mathbf n\cdot\mathbf n')+s^2(1-\mathbf n\cdot\mathbf n')\nonumber\\
&+2A(\mathbf s\cdot\mathbf n+\mathbf s\cdot\mathbf n')+2(\mathbf s\cdot\mathbf n)(\mathbf s\cdot\mathbf n')\big].\label{S}
\end{align}

\subsection*{(c) Isotropic coupling}

Let $\mathbf t$ belong to the traceless part $T$ of $\varepsilon$. For $d=\sqrt3\,b$ we have $\delta=b$, so $\mathbf s=-b\,\mathbf t$. Elastic scattering gives $\hat{\mathbf q}\cdot\hat{\mathbf k}=-\sin(\theta/2)$ and $\hat{\mathbf q}\cdot\hat{\mathbf k}'=\sin(\theta/2)$.

\textit{Longitudinal.} Here $t^2=1$ and $\mathbf t\cdot\mathbf n=\mathbf t\cdot\mathbf n'=\tfrac12[3\sin^2(\theta/2)-1]=\tfrac14(1-3c)$. Equation (\ref{S}) gives
\begin{align}
S_L&=\frac{a^2(1+3c^2)}4+\frac{3b^2(1-c^2)}4-\frac{ab(1-3c)}2+\frac{b^2(1-3c)^2}{16}\nonumber\\
&=\frac{a^2(1+3c^2)}4-\frac{ab(1-3c)}2+\frac{b^2(13-6c-3c^2)}{16}.\label{SL}
\end{align}

\textit{Transverse.} Now $A=0$, $T_{ij}T_{ij}=\tfrac12$, $t^2=\tfrac34$ and $\mathbf t\cdot\mathbf n=\tfrac32(\hat{\mathbf q}\cdot\hat{\mathbf k})(\mathbf e\cdot\hat{\mathbf k})$. For $\mathbf e$ in the scattering plane, $\mathbf e\cdot\hat{\mathbf k}=\mathbf e\cdot\hat{\mathbf k}'=\cos(\theta/2)$, so $\mathbf t\cdot\mathbf n=-\tfrac34\sin\theta=-\mathbf t\cdot\mathbf n'$. For $\mathbf e$ normal to the plane both products vanish. Thus
\begin{align}
S_{\rm in}&=\tfrac12\left[\tfrac34b^2\cdot\tfrac32(1-c^2)-2\cdot\tfrac9{16}b^2(1-c^2)\right]=0,\\
S_{\rm normal}&=\tfrac12\cdot\tfrac34b^2\cdot\tfrac32(1-c^2)=\tfrac9{16}b^2\sin^2\theta .\label{ST}
\end{align}
Transverse phonons do scatter heavy holes, but in this isotropic limit only through the polarization normal to the scattering plane. In backscattering, $c=-1$, that channel closes too, and $S_L=(a-b)^2$.

\subsection*{(d) Cubic coupling}

In general $\mathbf s=-M\mathbf t$. The matrix $M$ equals $b$ on the two diagonal quadrupoles and $\delta$ on the three off-diagonal ones. Separate its mean eigenvalue:
\begin{equation}
M=B+\Delta K,\qquad B=\frac{2b+3\delta}5,\qquad \Delta=b-\delta,
\end{equation}
where $K$ has eigenvalues $\tfrac35$ (twice) and $-\tfrac25$ (three times). Then $\mathrm{Tr}\,K=0$ and $\mathrm{Tr}\,K^2=\tfrac{18}{25}+\tfrac{12}{25}=\tfrac65$.

The five quadrupoles are an irreducible set under rotation, so an orientation average of any matrix on them is its trace divided by 5. Hence $\langle K\rangle=0$, $\langle K^2\rangle=\tfrac6{25}$, and
\begin{align}
\langle\mathbf s\rangle&=-B\mathbf t,\qquad \langle s^2\rangle=t^2\left(B^2+\tfrac6{25}\Delta^2\right),\\
\langle(\mathbf s\cdot\mathbf n)(\mathbf s\cdot\mathbf n')\rangle&=B^2(\mathbf t\cdot\mathbf n)(\mathbf t\cdot\mathbf n')+\Delta^2\langle(\mathbf t\cdot K\mathbf n)(\mathbf t\cdot K\mathbf n')\rangle .
\end{align}
The $B$ terms repeat (c) with $b\to B$. With weight $\tfrac12(1-c)$, the means of $1$, $c$, $c^2$ are $1$, $-\tfrac13$, $\tfrac13$. From (\ref{SL}) and (\ref{ST}) they contribute
\begin{equation}
L:\ \tfrac12a^2-aB+\tfrac78B^2,\qquad T:\ \tfrac9{16}\cdot\tfrac23B^2=\tfrac38B^2 .
\end{equation}
The extra $s^2$ term is $\tfrac12\cdot t^2\cdot\tfrac6{25}\Delta^2\cdot\tfrac32(1-c^2)$. With $t^2=1$ for $L$, and $\tfrac34+\tfrac34$ for the two $T$ modes, it contributes $\tfrac3{25}\Delta^2$ and $\tfrac9{50}\Delta^2$.

\textit{The last average.} In crystal axes, projection on the diagonal quadrupoles gives
\begin{equation}
\mathbf t\cdot K\mathbf n=\tfrac32\Big[\sum_iT_{ii}N_{ii}-\tfrac25T_{ij}N_{ij}\Big]=\tfrac32H(\hat q,e,\hat k,\hat k),
\end{equation}
\begin{equation}
H_{ijkl}=\sum_\alpha u^\alpha_iu^\alpha_ju^\alpha_ku^\alpha_l-\tfrac15(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}),
\end{equation}
with $\mathbf u^\alpha$ the cubic axes. $H$ is fully symmetric and traceless, and its squared norm is $3(1-\tfrac35)=\tfrac65$. Such tensors form an irreducible set of dimension 9, so averaging $H\otimes H$ gives $\tfrac65/9$ times the projector on the set. The wanted average is $\tfrac94\cdot\tfrac6{45}X=\tfrac3{10}X$, where $X$ contracts the symmetric traceless parts of $\hat qe\hat k\hat k$ and $\hat qe\hat k'\hat k'$.

For symmetric $F$ and $G$ with single traces $f,g$ and double traces $\bar f,\bar g$, this contraction is
\begin{equation}
F{:}G-\tfrac67f{:}g+\tfrac3{35}\bar f\bar g .
\end{equation}
To see this, subtract $\alpha\,\mathrm{sym}(\delta f)$ from $F$ and add $\beta\,\mathrm{sym}(\delta\delta)\bar f$. The traces of the two tensors are $(7f+\delta\bar f)/6$ and $\tfrac53\delta$. A vanishing total trace requires $\alpha=\tfrac67$ and $\beta=\tfrac35\cdot\tfrac17$.

For $e=\hat q$ let $u=\sin^2(\theta/2)$, so that $c=1-2u$ and $(\hat q\cdot\hat k)(\hat q\cdot\hat k')=-u$. Counting the 24 pairings,
\begin{align}
F{:}G&=\frac{4c^2-16uc+4u^2}{24}=\frac{1-8u+13u^2}6,\\
f&=\tfrac16\left[\hat q\hat q+\hat k\hat k+4(\hat q\cdot\hat k)\,\mathrm{sym}(\hat q\hat k)\right],\quad \bar f=\bar g=\tfrac13(1+2u),\\
f{:}g&=\frac{1+10u+c^2-16uc+8u^2}{36}=\frac{1-5u+22u^2}{18},
\end{align}
where $g$ is $f$ with $\hat k\to\hat k'$. Therefore
\begin{equation}
X_L=\frac{1-8u+13u^2}6-\frac{1-5u+22u^2}{21}+\frac{(1+2u)^2}{105}=\frac{9-74u+81u^2}{70}.
\end{equation}
Since $\tfrac12(1-c)\,dc$ becomes $2u\,du$ on $0<u<1$,
\begin{equation}
\int_0^12uX_L\,du=\frac1{35}\left(\frac92-\frac{74}3+\frac{81}4\right)=\frac1{420}.
\end{equation}

The transverse integral follows from a sum rule. Because $(1-c)\hat q_i\hat q_j=\tfrac12(\hat k'-\hat k)_i(\hat k'-\hat k)_j$, the sum over all three polarizations is proportional to the average, over independent directions $\hat k$ and $\hat k'$, of
\begin{equation}
\sum_eH(\hat k'-\hat k,e,\hat k,\hat k)\,H(\hat k'-\hat k,e,\hat k',\hat k').
\end{equation}
Of its four products, the two cross terms are odd in $\hat k$. Each of the other two contains one vector solely as a pair in one factor $H$, and averaging that pair yields a trace of $H$. All four vanish, so the transverse integral is $-\tfrac1{420}$.

Multiplying by $\tfrac3{10}\Delta^2$ gives $\pm\Delta^2/1400$, and
\begin{align}
\Xi_L^2&=\tfrac12a^2-aB+\tfrac78B^2+\tfrac{169}{1400}\Delta^2,\label{XL}\\
\Xi_T^2&=\tfrac38B^2+\tfrac{251}{1400}\Delta^2.\label{XT}
\end{align}
$\Xi_T^2$ vanishes only if $B=\Delta=0$, that is, $b=d=0$. Either shear potential alone opens the transverse channel. Their effects are not additive, since
\begin{equation}
\Xi_T^2=\tfrac{67}{280}b^2+\tfrac{11}{35}\delta^2-\tfrac5{28}b\delta ,
\end{equation}
and the cross term is negative when $b$ and $d$ have the same sign.

\subsection*{(e) Rate and mobility}

The squared strain amplitude in volume $V$ is $\hbar q^2/(2\rho V\omega)$ times $N$ for absorption or $N+1$ for emission. For $\hbar\omega\ll k_BT$ both factors are close to $k_BT/\hbar\omega$, and the sum of the two processes is $k_BT/(VC_\lambda)$.

Take a distribution whose shift is proportional to the velocity along the field. Its momentum loss per collision, averaged over the three equivalent field axes of the cubic crystal, carries the weight $1-c$. This is the weight in $\Xi_\lambda^2$. For $\Delta\neq0$ the true relaxation depends on direction, so this distribution is an approximation. For the germanium parameters of (f), solving the Boltzmann equation on the energy surface changes the mobility by less than 0.01\% for the round band and by about 0.5\% for the warped band. With the density of states per spin, $(2m)^{3/2}\sqrt E/(4\pi^2\hbar^3)$, the golden rule gives
\begin{equation}
\frac1{\tau(E)}=\frac{2\pi}\hbar k_BT\,\frac{(2m)^{3/2}\sqrt E}{4\pi^2\hbar^3}\Lambda=\frac{k_BT(2m)^{3/2}\sqrt E}{2\pi\hbar^4}\Lambda,\quad \Lambda=\frac{\Xi_L^2}{C_L}+\frac{\Xi_T^2}{C_T}.
\end{equation}
For non-degenerate holes, $\tau\propto E^{-1/2}$ is averaged with weight $x^{3/2}e^{-x}$, $x=E/k_BT$. This gives $\tau(k_BT)\,\Gamma(2)/\Gamma(\tfrac52)=\tfrac4{3\sqrt\pi}\tau(k_BT)$, and
\begin{equation}
\mu=\frac em\,\frac4{3\sqrt\pi}\,\tau(k_BT)=\frac{2\sqrt{2\pi}\,e\hbar^4}{3m^{5/2}(k_BT)^{3/2}\Lambda}.
\end{equation}

\subsection*{(f) Germanium at 77 K}

Rough typical parameters are $a=2.0$, $b=-2.3$, $d=-5.0$ eV and $m=0.33\,m_0$, with direction-averaged moduli $C_L=150.2$ and $C_T=56.4$ GPa. Then $\delta=-2.887$, $B=-2.652$, $\Delta=0.587$ eV, and
\begin{align}
\Xi_L^2&=2.000+5.304+6.154+0.042=13.50\ \mathrm{eV^2},\\
\Xi_T^2&=2.638+0.062=2.70\ \mathrm{eV^2},\\
\Lambda&=0.0899+0.0479=0.138\ \mathrm{eV^2/GPa}.
\end{align}
The softer shear modulus raises the transverse weight. At $E=k_BT=6.64$ meV the rates are 48.0 (longitudinal) and 25.5 ns$^{-1}$ (transverse), in total 73.5 ns$^{-1}$, so $\tau=13.6$ ps. Transverse phonons supply 35\% of the relaxation. The mobility is $5.5\times10^4$ cm$^2$/Vs. Removing the transverse modes, with all else fixed, would raise it to $8.4\times10^4$ cm$^2$/Vs.

Germanium is close to the isotropic coupling of (c). At $90^\circ$ the orientation-averaged $S$ is 0.035 eV$^2$ for the in-plane and 4.00 eV$^2$ for the normal transverse polarization.

The split depends strongly on the uncertain $a$. For $a=-2$, 0 and 4 eV, other parameters fixed, the transverse share is 71, 54 and 22\%. By (\ref{XL}), $\Xi_L^2$ is smallest at $a=B$, so a negative $a$ near $B$ weakens the longitudinal channel while $\Xi_T^2$ is unchanged.

Estimates of what was left out, at $E=k_BT$, are as follows.
\begin{itemize}
\item Cubic elasticity and a warped band together change the rate to 75.6 ns$^{-1}$ and the transverse share to 38\%. The mobility changes more, to about $6.5\times10^4$ cm$^2$/Vs, mainly because the conductivity mass of the warped band is about $0.27\,m_0$ instead of $0.33\,m_0$.
\item Finite phonon energy lowers the momentum-loss rate by about 1\%, evaluated with $\Delta=0$.
\item Heavy-to-light transitions have 7\% of the heavy-to-heavy out-scattering rate.
\item Optical phonons add roughly 10\% of the acoustic rate, and ionized impurities at $10^{13}$ cm$^{-3}$ about 3\% (4\% if the heavy-hole overlap factor $(1+3c^2)/4$ is ignored). Detector-grade crystals, with net densities near $10^{10}$ cm$^{-3}$, make this contribution negligible.
\end{itemize}

The regime is that of high-purity germanium radiation detectors cooled with liquid nitrogen. Measured low-field hole mobilities there are roughly $4\times10^4$ cm$^2$/Vs, the same order as the model. The model lies above this value, and the band corrections widen the gap. Including light holes, which carry about a fifth of the current, raises the acoustic mobility to about $6.4\times10^4$ cm$^2$/Vs for round bands and $7.2\times10^4$ cm$^2$/Vs for warped bands with cubic elasticity, while optical phonons lower the heavy-hole value by only about 10\%. The deformation potentials are uncertain enough to matter: besides $a$, the choices $(b,d)=(-2.86,-5.28)$ and $(-2.2,-4.4)$ eV at $a=2$ eV give $4.6$ and $6.4\times10^4$ cm$^2$/Vs for the round heavy band. The comparison therefore confirms the order of magnitude only. Two assumptions fail readily in devices. At 300 K the estimated optical rate is 1.2 times the acoustic one, which more than doubles the total rate at $E=k_BT$. Emission opens above that energy, and the thermally averaged mobility falls to about a third of the acoustic value. In strong fields the holes heat up. If acoustic phonons alone carried the energy away, heating would set in near the field where the drift speed reaches the longitudinal sound speed, about 10 V/cm in this model. Optical phonons delay the heating, but at usual detector fields, around 1000 V/cm, the mobility is still well below its low-field value, which therefore cannot be used there. The remaining values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
INPUTS (rough values for germanium)
a, b, d = 2.0, -2.3, -5.0 eV
heavy, light mass = 0.330, 0.043 m0
density = 5.32 g/cm3; T = 77 K
C11, C12, C44 = 129, 48, 67 GPa
Luttinger parameters = 13.4, 4.2, 5.7
hole and impurity density = 1.0e+13 cm^-3
relative permittivity = 16
optical phonon energy = 37 meV
optical coupling = 9.0e+08 eV/cm
split-off energy = 290 meV
COUPLINGS
d/sqrt(3) = -2.887 eV; B = -2.652 eV; Delta = 0.587 eV
averaged moduli C_L, C_T = 150.2, 56.4 GPa
sound speeds v_L, v_T = 5.31, 3.26 km/s
S at 60 deg: L 4.530, T in-plane 0.0300, T normal 3.0002 eV^2
S at 90 deg: L 9.417, T in-plane 0.0350, T normal 3.9991 eV^2
S at 180 deg: L 21.665, T in-plane 0.0148, T normal 0.0148 eV^2
largest angular-function error = 5.3e-15 eV^2
Xi_L^2 = 13.500 eV^2; Xi_T^2 = 2.699 eV^2
Xi_T^2 with d=0: 1.266 eV^2
Xi_T^2 with b=0: 2.619 eV^2
Xi_L^2/C_L = 0.0899 eV^2/GPa
Xi_T^2/C_T = 0.0479 eV^2/GPa
RATES AND MOBILITY
kT = 6.64 meV
longitudinal rate at E=kT = 48.0 ns^-1
transverse rate at E=kT = 25.5 ns^-1
total rate = 73.5 ns^-1; time = 13.60 ps
transverse share = 34.7 %
heavy-hole acoustic mobility = 54534 cm2/Vs
mobility without transverse modes = 83573 cm2/Vs
transverse share for a=-2 eV: 71.3 %
transverse share for a=0 eV: 53.7 %
transverse share for a=4 eV: 22.5 %
NEGLECTED EFFECTS (at E=kT, 77 K unless stated)
cubic elasticity, round band: rate 73.4 ns^-1, T share 35.2 %
cubic elasticity, warped band: rate 75.6 ns^-1, T share 38.3 %
warped-band density-of-states mass = 0.343 m0
inelastic/elastic momentum-loss rate = 0.9893
largest L phonon energy/kT = 0.253
heavy-to-light/heavy-to-heavy out-rate = 0.069
optical/acoustic rate at 77 K = 0.095
optical/acoustic rate at 300 K = 1.23
impurity/acoustic rate = 0.036
hole density/band density N_v = 1.6e-05
kT/split-off energy = 0.023
field where drift speed equals v_L = 9.7 V/cm
\end{verbatim}
